Substrate Leakage through Buried Oxide as Tunnelling through a Finite Barrier

**Q.** A silicon-on-insulator waveguide guides by total internal reflection. The oxide and the substrate are both transparent. Why should there be any loss to the substrate at all?

**A.** Total reflection assumes that the oxide goes on for ever. Here it has thickness t, and beneath it lies a substrate whose high index lets the wave propagate again.

Take a planar guide. The core, of index n1, fills −d < x < 0; the oxide, n_o, fills 0 < x < t; the substrate, n_s, fills x > t; a thick top cladding, n_c, fills x < −d. All indices are real. For TE light the electric field points along y, and I write it as E(x) exp(iβz − iωs), with s the time and k0 = 2π/λ. In each layer Maxwell's equations give

E″ + (k0²n² − β²)E = 0,

with E and E′ continuous at the interfaces, because E′ is proportional to the tangential magnetic field.

For a mode with k0n_o and k0n_c below β, and k0n1 and k0n_s above it, define four positive numbers:

κ² = k0²n1² − β² (core)
γ² = β² − k0²n_o² (oxide)
γ_c² = β² − k0²n_c² (top cladding)
q² = k0²n_s² − β² (substrate)

The field oscillates in the core, is evanescent in the oxide and oscillates again in the substrate. Light that reaches the substrate can leave.

**Q.** You want to call this tunnelling. A photon has no mass, and nothing here is a potential energy. Is that more than a figure of speech?

**A.** It is an identity between two equations. A particle of mass m and energy W in a potential V(x) obeys

ψ″ + (2m/ħ²)(W − V)ψ = 0,

with ψ and ψ′ continuous. The optical problem is the same one if

2mW/ħ² = −β², 2mV/ħ² = −k0²n².

High index means low potential. The core is a well, the oxide is a barrier whose top lies γ² above the energy in these units, and the substrate is open space. Nothing gives light a mass; m drops out.

The distance z plays the part of time. In the core the wave is a pair of plane waves with wavevectors (±κ, β), so a ray climbs or falls with slope dx/dz = κ/β. It strikes the oxide again and again as it travels. We need the escape probability per strike and the distance between strikes.

**Q.** Start with the case that does not leak. What happens at an infinitely thick oxide?

**A.** Let the core field be exp(iκx) + r exp(−iκx), and the oxide field B exp(−γx). Continuity at x = 0 gives

1 + r = B, iκ(1 − r) = −γB.

Eliminating B gives iκ − iκr = −γ − γr, hence

r = (iκ + γ)/(iκ − γ) = (κ − iγ)/(κ + iγ) = exp(−2iφ), tan φ = γ/κ.

The second form follows on dividing top and bottom by i. The reflection has modulus one and a phase −2φ. The top cladding gives −2φ_c, with tan φ_c = γ_c/κ. A mode must reproduce itself after one round trip, so

Φ(β) = 2κd − 2φ − 2φ_c = 2πm, m = 0, 1, 2, …

Here m is the mode number. The solution is called β0; it is real, and there is no loss.

**Q.** Now make the oxide finite. I suspect you will square exp(−γt) and declare victory.

**A.** That would give the exponent but not the factor in front, so let us do the matching. In the substrate only the outgoing wave is present, a exp[iq(x − t)]. At x = t this has E = a and E′ = iqa. The oxide field with those values is

E(x) = a{cosh γ(t−x) − (iq/γ) sinh γ(t−x)}.

With c = cosh γt and s̄ = sinh γt, its value and slope at x = 0 are

E(0) = a[c − i(q/γ)s̄], E′(0) = a[−γs̄ + iqc].

The core field gives 1 + r = E(0) and iκ(1 − r) = E′(0). Dividing the second by iκ and adding it to the first removes r:

2/a = (1 + q/κ)c + i(γ/κ − q/γ)s̄.

The flow of energy along x is proportional to Im(E*E′). For real β it does not depend on x, since (E*E′)′ = |E′|² + E*E″ is real. In the core it is κ(1 − |r|²), and in the substrate q|a|². The transmitted fraction is therefore

T = (q/κ)|a|² = 1 − |r|².

Inserting a:

T = 4κqγ² / [γ²(κ+q)²c² + (γ² − κq)²s̄²].

Now put c² = 1 + s̄². The coefficient of s̄² becomes

γ²(κ² + 2κq + q²) + γ⁴ − 2γ²κq + κ²q² = (κ² + γ²)(q² + γ²),

because the terms in 2γ²κq cancel. Hence

T = 4κqγ² / [γ²(κ+q)² + (κ²+γ²)(q²+γ²) sinh²γt].

This holds for any t. When γt is large, sinh²γt → exp(2γt)/4, the first term in the denominator is negligible, and

T ≈ 16κqγ² exp(−2γt) / [(κ²+γ²)(q²+γ²)].

The exponential belongs to the thick-barrier limit. For a thin oxide the first term matters and T is not a pure exponential.

**Q.** That is the chance per strike. To get a loss per length you need the distance between strikes. Is it 2d divided by the slope κ/β?

**A.** That would be 2dβ/κ, which leaves out the evanescent tails. A beam of finite width contains a small range of β. After one round trip each component has gained the phase Φ(β), so the beam is centred where βz + Φ(β) is stationary in β. The distance advanced is

Z = −dΦ/dβ.

From the definitions, dκ/dβ = −β/κ and dγ/dβ = β/γ. Differentiating φ = arctan(γ/κ),

dφ/dβ = [κ(β/γ) + γ(β/κ)]/(κ²+γ²) = β/(κγ),

since the bracket equals β(κ²+γ²)/(κγ). The same holds for φ_c with γ_c. Therefore

Z = 2βd/κ + 2β/(κγ) + 2β/(κγ_c) = 2βd_eff/κ,

d_eff = d + 1/γ + 1/γ_c.

The last two terms in Z are the Goos–Hänchen shifts: at each reflection the beam reappears further along, as if it had turned back at a depth 1/γ or 1/γ_c beyond the interface.

**Q.** So after N round trips a fraction (1 − T)^N survives. But a mode is a standing wave, not a bullet. Why may I count strikes?

**A.** Because the self-consistency condition gives the same law. With the finite barrier write

r = √(1 − T) exp(−2iφ + iδ),

where δ is a small change of phase. To see its size, use the matched oxide field:

E′(0)/E(0) + γ = (γ + iq)(c − s̄)/[c − i(q/γ)s̄].

Here c − s̄ = exp(−γt), while the denominator grows as exp(γt). The boundary condition seen by the core thus changes by order exp(−2γt), and so does δ.

The mode condition is now

√(1 − T) exp{i[Φ(β) + δ]} = 1.

Taking the logarithm on the branch of mode m,

Φ(β) + δ − 2πm = (i/2) ln(1 − T) ≈ −iT/2.

Set β = β0 + Δ. Since Φ(β0) = 2πm and dΦ/dβ = −Z, the left side is −ZΔ + δ, so

Δ = δ/Z + iT/(2Z).

To this order δ and T may be evaluated at β0. The phase δ shifts the real part of β; the missing amplitude gives the imaginary part. The field falls as exp(−z Im β), and the power as exp(−αz) with

α = 2 Im β = T/Z.

This agrees with strike counting, where (1 − T)^(z/Z) ≈ exp(−Tz/Z) for small T. Inserting the thick-barrier T and Z = 2β0d_eff/κ,

α = C exp(−2γt),

C = 8κ²γ²q / [β0 d_eff (κ²+γ²)(γ²+q²)].

All quantities in C and γ belong to the mode with infinitely thick oxide. They do not depend on t, so ln α falls linearly with t, with slope −2γ. The factor 2 is there because power goes as the square of the field.

**Q.** The prefactor rests on a beam argument about the length of a round trip. Can you get it without rays?

**A.** Yes, from energy balance. Multiply the wave equation by E* and take the imaginary part, now with complex β:

d/dx Im(E*E′) = Im(β²)|E|².

Integrate from far up in the top cladding, where the field vanishes, to x = t. To leading order Im(β²) = β0α, and at x = t the outgoing wave gives Im(E*E′) = q|E(t)|². So

β0α ∫|E|²dx = q|E(t)|².

For thick oxide E(0) ≈ ½E(t) exp(γt)(1 − iq/γ), and therefore

|E(t)|² = 4γ² exp(−2γt)|E(0)|²/(γ²+q²).

In the core take the unperturbed mode E = cos(κx + φ). Its logarithmic slope at x = 0 is −κ tan φ = −γ, as required, and E(0)² = cos²φ = κ²/(κ²+γ²). Using the mode condition at the upper face, the core contributes

d/2 + (sin 2φ + sin 2φ_c)/(4κ) = d/2 + sin²φ/(2γ) + sin²φ_c/(2γ_c)

to the integral, because 1/κ = tan φ/γ = tan φ_c/γ_c. The tails contribute cos²φ/(2γ) and cos²φ_c/(2γ_c). The sum is d_eff/2. Then

α = [2q/(β0d_eff)] · [4γ²/(γ²+q²)] · [κ²/(κ²+γ²)] exp(−2γt),

which is the same formula. Strike rate and energy balance are two ways of reading it.

**Q.** There is something ugly here. If Im β is positive, then q² = k0²n_s² − β² has a negative imaginary part. Your outgoing wave grows with depth. How can a leaking mode have infinite energy?

**A.** The growth is real within the leaking region, and it has a simple cause. To first order Im q = −β0α/(2q), so |E|² in the substrate grows with depth h below the oxide as exp(αβ0h/q). A ray in the substrate has slope dx/dz = q/β0. Light found at depth h therefore left the oxide a distance hβ0/q upstream, where the mode was stronger by exp(αhβ0/q). The two factors agree.

In a real guide the light was launched at some z, so the growth stops at the ray that left there. The complex-β solution describes the region behind that front, not all space.

The decay along z can be checked without complex β or an outgoing condition. Put the guide in a closed box with 60 µm of substrate, expand the initial guided mode in the box's real eigenmodes, and follow its survival. For the example below with t = 0.3 µm, the logarithm of the power between z = 20 and 100 µm departs from a straight line by less than 0.0002. On a grid of step 0.01 µm the fitted α is 0.00763 µm⁻¹, against 0.00764 µm⁻¹ from the formula. The gap is mostly grid error: halving the step gives 0.007635 µm⁻¹, and the limit of zero step is 0.007638 µm⁻¹, the value of the full layered problem.

**Q.** Then give me numbers for a guide I would recognise.

**A.** Take round model indices of about the size for silicon and silica: 3.5 for core and substrate, 1.45 for oxide and top cladding. Let λ = 1.55 µm and d = 0.22 µm. Then k0 = 4.054 µm⁻¹, and the fundamental TE mode has β0 = 11.64 µm⁻¹, an effective index of 2.872. From this

κ = q = 8.108 µm⁻¹, γ = 10.05 µm⁻¹,

d_eff = 0.22 + 2/10.05 = 0.419 µm,

Z = 2 × 11.643 × 0.4190/8.108 = 1.203 µm.

The core alone would give 2 × 11.643 × 0.22/8.108 = 0.63 µm, so the tails nearly double the distance between strikes.

For t = 1 µm the transmission per strike is T = 7.13 × 10⁻⁹, and

α = 7.128 × 10⁻⁹/1.2033 = 5.92 × 10⁻⁹ µm⁻¹.

A power decay α corresponds to 10 log₁₀(e) α = 4.343α decibels per length. With 10⁴ µm in a centimetre, the loss is 2.57 × 10⁻⁴ dB/cm. These digits belong to the round indices. With 3.476 and 1.444, closer to silicon and silica at this wavelength, the loss is 3.15 × 10⁻⁴ dB/cm, and the thickness found below moves from 0.818 to 0.826 µm.

The slope matters more for design. Adding 0.1 µm of oxide divides the loss by exp(2 × 10.05 × 0.1) ≈ 7.5. A tenfold reduction costs ln 10/(2γ) = 2.303/20.10 = 0.115 µm.

**Q.** And if I specify the loss and want the thickness?

**A.** Solve α = C exp(−2γt) for t:

t = ln(C/α)/(2γ).

In decibel units C is 1.379 × 10⁵ dB/cm. For a target of 0.01 dB/cm,

t = ln(1.379 × 10⁷)/20.10 = 16.44/20.10 = 0.818 µm.

Because the target enters through a logarithm, a factor of two in C would change t by just ln 2/20.10 = 0.034 µm. The same relative error in γ is more serious, since γ multiplies the whole thickness in the exponent.

**Q.** You dropped terms to reach the exponential. Where does it begin to fail?

**A.** Compare it with the complex root of the full layered problem, which keeps all reflections in the four layers:

t = 0.15 µm: formula 6764 dB/cm, layered 6808 dB/cm
t = 0.3 µm: formula 331.77 dB/cm, layered 331.71 dB/cm
t = 0.5 µm: formula 5.9565 dB/cm, layered 5.9564 dB/cm

Relative to the layered result, the formula is 0.64% low at 0.15 µm and 0.018% high at 0.3 µm. The sign of the error changes between them. At 1 µm the relative difference is about 2 × 10⁻⁹.

The size of the error can be understood. The neglected corrections to T, δ and the mode constants are of relative order exp(−2γt). A shift Δ in β also changes the exponent by −2t(β0/γ)Δ, which brings in a factor of t. The relative error should therefore be at most of order (1 + 2γt) exp(−2γt). A test with ten times this quantity as its limit holds at all six thicknesses from 0.15 to 2 µm.

So 2γt must be well above one. When the effective index comes close to n_o, as it does near cutoff if the top cladding has a lower index than the oxide, γ becomes small, and an oxide that is thick in micrometres may still be a thin barrier.

**Q.** If γ matters so much, a thinner core should leak more, although it keeps the same oxide.

**A.** It does when d is reduced from 0.22 to 0.10 µm and the rest is left unchanged. The effective index falls to 2.209 and γ to 6.753 µm⁻¹. At t = 1 µm the loss is 0.292 dB/cm, about 1130 times that of the thicker core.

Most of this is the exponent. The change in 2γt is 2 × (10.050 − 6.753) = 6.594, and exp(6.594) ≈ 730. The remaining factor, 1135/730 ≈ 1.55, is the change in C. In particle language, the thinner well raises the energy of the bound state, so less barrier stands above it.

**Q.** What if the substrate has a lower index? There is still material under the oxide.

**A.** The barrier must have an open region behind it. If k0n_s < β0, then q² is negative and the substrate field decays as exp(−|q|(x−t)). At x = t the ratio E′/E is real, so Im(E*E′) = 0 there and no power crosses. The reflection has modulus one, and T = 0 for any t. The mode changes shape but does not leak into the substrate.

The closed-box calculation was repeated with n_s = 2.0, below the effective index 2.872, and t = 0.3 µm. The surviving power stayed at 0.99997 or higher over the same range of z. Thus it is not the presence of a substrate that causes leakage, but the presence of propagating waves in it with the same β.

As n_s approaches the effective index from above, q → 0 and C falls in proportion to q. Very near that point the first-order formula needs care: the shift Δ must stay small compared with q²/(2β0), or q itself changes appreciably. A substrate of higher index than the oxide raises the real part of β, so leakage stops while n_s is still slightly above β0/k0. In the example with t = 0.3 µm the loss is 0.63 of the formula when n_s exceeds β0/k0 by 0.0016, and the mode is bound when the excess is 0.0004.

**Q.** My waveguide is a strip, and sometimes I use TM light. May I keep your formula?

**A.** Keep the mechanism, but not the prefactor. For TM light the magnetic field H obeys the same equation inside each uniform layer, so it too decays as exp(−γx) in the oxide. The continuous quantities are now H and H′/n². This changes the matching and C, and γ must come from the TM mode's own β.

For a strip, the field in the oxide contains a range of lateral wavenumbers k_y, each decaying at the rate √(γ² + k_y²), with γ found from the strip's β. In a scalar description, the leaked power for thick oxide contains

∫ exp[−2t√(γ²+k_y²)] dk_y ≈ exp(−2γt) ∫ exp(−tk_y²/γ) dk_y = √(πγ/t) exp(−2γt),

if the component at k_y = 0 is not zero and the other factors vary slowly near it. The exponential remains, but the prefactor now falls slowly with t. The form √(πγ/t) needs the strip's lateral spectrum to be broad compared with √(γ/t), that is, a width not much above √(t/γ), about 0.3 µm at t = 1 µm. For wider strips the prefactor falls more slowly than this and tends to the slab's behaviour. The slab has no such factor because it has the single value k_y = 0.

**Q.** At t = 2 µm your formula gives about 5 × 10⁻¹³ dB/cm. Surely no waveguide is that good.

**A.** That number is the substrate leakage of an ideal slab, not the total loss. Rough walls, absorption and bends are absent from the model, as are reflections from the back of the wafer. What the number says is that, for this mode, leakage has ceased to matter long before the oxide is 2 µm thick. The remaining loss must then be sought elsewhere, and more oxide will not cure it. This does not carry over unchanged to a strip or to TM light: a mode with a lower effective index has a smaller γ, and its leakage falls more slowly with oxide thickness. The TM mode of the same slab, with effective index 2.08, loses about 0.5 dB/cm at t = 1 µm. The numerical output below gives the values for all six thicknesses.

Calculated quantities

```
wavelength: 1.55 um
core index: 3.5
oxide and top cladding index: 1.45
substrate index: 3.5
core thickness d: 0.22 um
vacuum wavenumber k0: 4.0537 1/um
propagation constant beta0: 11.643 1/um
effective index: 2.8721
core wavenumber kappa: 8.1083 1/um
oxide decay constant gamma: 10.05 1/um
substrate wavenumber q: 8.1083 1/um
effective thickness d_eff: 0.41901 um
round-trip distance Z: 1.2033 um
thick-barrier T at t = 1 um: 7.1278e-9
prefactor C: 3.1756 1/um
prefactor C: 1.3792e+5 dB/cm
alpha at t = 1 um: 5.9236e-9 1/um
loss reduction factor per 0.1 um oxide: 7.4632
oxide added per tenfold loss reduction: 0.11456 um
t = 0.15 um: formula 6764.4 dB/cm, layered 6808.0 dB/cm, relative difference -0.0064
t = 0.3 um: formula 331.77 dB/cm, layered 331.71 dB/cm, relative difference 0.00018
t = 0.5 um: formula 5.9565 dB/cm, layered 5.9564 dB/cm, relative difference 1.7e-5
t = 1.0 um: formula 0.00025726 dB/cm, layered 0.00025726 dB/cm, relative difference 2.2e-9
t = 1.5 um: formula 1.1111e-8 dB/cm, layered 1.1111e-8 dB/cm, relative difference 1.6e-13
t = 2.0 um: formula 4.7988e-13 dB/cm, layered 4.7988e-13 dB/cm, relative difference 9.7e-18
layered log-slope, t = 1 to 2 um: 20.09982 1/um
twice gamma: 20.09982 1/um
largest relative error, four other structures: 2.5e-5
closed box oxide thickness: 0.3 um
closed box fitted alpha: 0.0076263 1/um
formula alpha for closed box: 0.0076394 1/um
closed box largest deviation of ln(power) from line: 0.00015
low substrate index: 2.0
lowest surviving power, low-index substrate: 0.99997
target loss: 0.01 dB/cm
required oxide thickness: 0.8179 um
thin core thickness: 0.1 um
thin core effective index: 2.2086
thin core gamma: 6.753 1/um
thin core loss at t = 1 um: 0.29192 dB/cm
thin-core to main-core loss ratio at t = 1 um: 1134.7
```
